Terminal ratio for zero net crossing in a ternary diffusion couple

**1. A case that can be seen through**

Two components diffuse along x with concentrations c1 and c2. Let their fluxes be coupled symmetrically:

J1 = −d ∂c1/∂x − e ∂c2/∂x
J2 = −e ∂c1/∂x − d ∂c2/∂x, with d > e > 0.

Adding and subtracting the two lines shows that u = c1 + c2 diffuses alone with diffusivity d + e, and v = c1 − c2 diffuses alone with d − e. Join two uniform blocks at x = 0, and write Δ for the value far to the right minus the value far to the left. A single quantity with diffusivity λ and initial step Δ has the gradient

Δ exp(−x²/4λt) / √(4πλt),

so its flux at x = 0 is −λΔ/√(4πλt) = −Δ√λ/√(4πt). Since c1 = (u + v)/2, the flux of component 1 at the contact plane is

J1(0,t) = −[p(Δc1 + Δc2) + m(Δc1 − Δc2)] / (2√(4πt)), p = √(d+e), m = √(d−e).

It vanishes when (p + m)Δc1 = −(p − m)Δc2. Multiplying numerator and denominator of the resulting ratio by p + m, and using p² − m² = 2e and (p + m)² = 2d + 2√(d² − e²), gives

Δc1/Δc2 = −(p − m)/(p + m) = −e / [d + √(d² − e²)].

Component 1 has different concentrations in the two blocks, yet no net amount of it crosses the plane. The part carried by the fast mode u cancels the part carried by the slow mode v. Here e = D12, d = D11 and d² − e² = det D, which is the pattern of the general result.

**2. Model and statement**

The general fluxes are

Ji = −Di1 ∂c1/∂x − Di2 ∂c2/∂x, i = 1, 2,

with a constant real matrix D. A positive flux points towards +x. The third component, the solvent, is fixed by the other two. The molar volume is constant, so the contact plane x = 0 is at rest relative to the distant ends. Conservation gives, for the column c = (c1, c2),

∂c/∂t = D ∂²c/∂x².

The couple is infinite, and c starts as a step at x = 0 with Δc = c(+∞) − c(−∞). Stability requires both eigenvalues of D to have positive real parts. For a real 2×2 matrix this means tr D > 0 and det D > 0: real eigenvalues then share a sign and have a positive sum, and a complex pair has real part tr D/2. Define s = +√(det D).

The result is that the net flux of component 1 through x = 0 is zero at all t > 0 if and only if

(D11 + s)Δc1 + D12Δc2 = 0. (1)

For D11 + s ≠ 0 and Δc2 ≠ 0 this reads

Δc1/Δc2 = q, q = −D12/(D11 + s). (2)

Individual atoms of component 1 do pass the plane; equal numbers pass in the two directions. The formula holds in any consistent units, atomic units included, and q has no unit.

**3. Solution of the couple**

Let c approach its left value at −∞ and have the gradient ∂c/∂x = KΔc, where

K(x,t) = (4πt)^(−1/2) D^(−1/2) exp(−x²D⁻¹/4t).

D^(−1/2) is the inverse of the principal root, whose eigenvalues have positive real parts. All factors are functions of D and commute, so differentiation proceeds as for numbers:

∂K/∂t = [−1/(2t) + x²D⁻¹/(4t²)] K
∂K/∂x = −(x/2t) D⁻¹K
∂²K/∂x² = [−D⁻¹/(2t) + x²D⁻²/(4t²)] K.

Multiplying the last line by D reproduces the first, so ∂K/∂t = D ∂²K/∂x². Integrating this over x from −∞, where K and its derivatives vanish, gives ∂c/∂t = D ∂²c/∂x².

The total change across the couple must be Δc, so K must integrate to the unit matrix. For one eigenvalue λ,

∫ exp(−x²/4λt) dx = √(4πλt),

valid for Re λ > 0 because then Re(1/λ) > 0. The integral of K is therefore 1 for each eigenvalue. If D has a repeated eigenvalue and only one eigenvector, then D = λI + M with M² = 0, and a function of D is f(λ)I + f′(λ)M. The integrated function equals 1 for every λ, its derivative is zero, and the integral is again I.

As t → 0, K vanishes at every x ≠ 0 while its integral stays I, so c tends to the required step. The solution is unique among bounded ones: the difference of two solutions starts at zero, and each of its Fourier components obeys dĉ/dt = −k²Dĉ, which keeps it at zero.

**4. Flux and amount at the contact plane**

At x = 0 the exponential is I, and J = −D ∂c/∂x becomes

J(0,t) = −D D^(−1/2)Δc/√(4πt) = −D^(1/2)Δc/√(4πt). (3)

Time enters through a common factor. If the first component vanishes at one instant, it vanishes at all times. The amount that has crossed to the right by time t follows from ∫₀ᵗ dt′/√(4πt′) = √(t/π):

N = −√(t/π) D^(1/2)Δc. (4)

The square root can be written without eigenvectors. Let R = D^(1/2), with eigenvalues √λ1 and √λ2. Their product is positive, both for a real positive pair and for a conjugate pair, and its square is det D. Hence det R = s. Their sum τ is positive and satisfies

τ² = λ1 + λ2 + 2√λ1√λ2 = tr D + 2s.

Every 2×2 matrix satisfies its own characteristic equation, so R² − τR + sI = 0. With R² = D,

D^(1/2) = (D + sI)/τ, τ = √(tr D + 2s). (5)

The first row of (5) in (4) gives

N1 = −√(t/π) [(D11 + s)Δc1 + D12Δc2]/τ. (6)

The prefactor is never zero for t > 0, which proves (1) in both directions.

The second row gives the transfer of component 2. Inserting Δc1 = −D12Δc2/(D11 + s),

D21Δc1 + (D22 + s)Δc2 = Δc2 [(D11 + s)(D22 + s) − D12D21]/(D11 + s).

The square bracket is det D + s tr D + s² = s(tr D + 2s) = sτ². Therefore, at the critical ratio,

N2 = −√(t/π) sτΔc2/(D11 + s). (7)

**5. Special cases and the local slope**

If D12 = 0, then det D = D11D22 > 0 and tr D > 0 force D11 > 0. Condition (1) becomes Δc1 = 0, and component 1 stays uniform.

If D11 + s = 0, which needs a negative D11, then D22 + s = tr D + 2s > 0 and

D12D21 = D11D22 − s² = −s(D22 + s) ≠ 0.

So D12 ≠ 0, and (1) demands Δc2 = 0 with Δc1 free. Code should test (1) directly when D11 + s is small, since (2) then divides by a small number.

The ratio −D12/D11 also has a meaning, but a local one. If J1 = 0 at the plane and D11 ≠ 0, the flux law gives

(∂c1/∂x)/(∂c2/∂x) = −D12/D11 at x = 0.

This is a ratio of slopes, not of terminal differences. A mode with diffusivity λ contributes to the slope in proportion to its step divided by √λ, so fast and slow modes are weighted differently in the two ratios. For D11 > 0,

q = (−D12/D11) · 1/(1 + s/D11).

The two ratios approach each other when s is much smaller than D11. When s is much larger than D11, q is much smaller in magnitude than the slope ratio. For weak coupling, |D12D21| ≪ D11D22, one has s ≈ √(D11D22) to leading order; if also D11 ≈ D22, q is about half of −D12/D11.

**6. Direction of transfer on either side of the critical ratio**

Write r = Δc1/Δc2. Then (D11 + s)r + D12 = (D11 + s)(r − q), and (6) becomes

N1 = −√(t/π) (D11 + s)(r − q)Δc2/τ. (8)

Multiplying by Δc1 = rΔc2,

N1Δc1 = −√(t/π) (D11 + s) r(r − q)(Δc2)²/τ.

A positive product means net transfer towards the block richer in component 1. For D11 + s > 0 this happens when r lies strictly between 0 and q. Beyond q, and for r of the opposite sign to q, the net transfer goes to the poorer block. Equation (8) also gives the leak caused by an error in the prepared compositions: it is linear in r − q at fixed Δc2.

**7. What component 1 does while none of it crosses**

Take real eigenvalues λ1 > λ2 > 0 and D12 ≠ 0. The matrix (D − λ2I)/(λ1 − λ2) leaves the fast mode unchanged and removes the slow one. The two parts of Δc1 are therefore

a1 = [(D11 − λ2)Δc1 + D12Δc2]/(λ1 − λ2), a2 = Δc1 − a1.

With Ek = exp(−x²/4λkt),

∂c1/∂x = [a1E1/√λ1 + a2E2/√λ2]/√(4πt)
J1 = −[a1√λ1 E1 + a2√λ2 E2]/√(4πt). (9)

At the critical ratio J1(0,t) = 0, so a1√λ1 = −a2√λ2 = A. A is not zero: otherwise Δc1 = 0, and (1) would give Δc2 = 0, which is no couple at all. Then

J1 = −A(E1 − E2)/√(4πt)
∂c1/∂x = A(E1/λ1 − E2/λ2)/√(4πt)
Δc1 = A(1/√λ1 − 1/√λ2).

Since E1 > E2 for every x ≠ 0, J1 has the same sign on both sides of the plane and touches zero there without changing sign. The last line shows that Δc1 has the sign of −A, so this flux points towards the block richer in component 1.

Transport is locally uphill where J1 and ∂c1/∂x have the same sign. This requires E1/λ1 < E2/λ2, or

exp[(x²/4t)(1/λ2 − 1/λ1)] < λ1/λ2.

Taking logarithms, the uphill region is 0 < |x| < xm, with

xm² = 4t ln(λ1/λ2)/(1/λ2 − 1/λ1). (10)

The gradient of c1 vanishes at ±xm, so c1 has an extremum there; farther out the transport is downhill. Each half keeps its content, because the integral of ∂c1/∂t from 0 to ∞ equals J1(0,t) − J1(∞,t) = 0. Zero crossing is thus compatible with redistribution inside each half.

For any terminal ratio with a1 ≠ 0, (9) gives J1 = 0 where E1/E2 = ρ, with

ρ = −a2√λ2/(a1√λ1).

Since E1/E2 is 1 at the plane and grows with |x|, there are three cases. For ρ < 1 there is no zero-flux plane, for ρ = 1 there is one at x = 0, and for ρ > 1 there is a pair at

x² = 4t ln ρ/(1/λ2 − 1/λ1). (11)

The pair is born at the contact plane at the critical ratio. For D11 + s > 0 it appears on the side |r| > |q|: close to q the distant flux still points to the richer block, while by Section 6 the flux at the plane has turned to the poorer one, so J1 must change sign in between.

**8. Worked example: Cr and Al in nickel**

Let component 1 be Cr and component 2 be Al in a nickel-rich solid solution, held at 1473 K for 100 h. The assumed matrix, in 10⁻¹⁰ cm²/s, is

D11 = 1.0, D12 = 0.6, D21 = 0.5, D22 = 2.0.

These are rough values for the regime, not measured data. In the same unit,

s = √(1.0·2.0 − 0.6·0.5) = √1.70 = 1.304
q = −0.6/(1.0 + 1.304) = −0.260.

With mean contents of 10 at.% Cr and 6 at.% Al, and ΔAl = 6 at.%, the critical difference is ΔCr = −0.2604·6 = −1.56 at.%. The left block holds 10.78 at.% Cr and 3 at.% Al, the right block 9.22 at.% Cr and 9 at.% Al.

For the amounts, 10⁻¹⁰ cm²/s = 0.01 µm²/s and t = 3.6·10⁵ s. Then √(t/π) = 338.5 s^(1/2) and τ = √(3.0 + 2·1.304) = 2.368 in units of 0.1 µm/s^(1/2). Equation (7) gives

N2 = −338.5 · 0.1 · (1.304·2.368/2.304) · 6 = −272 at.% µm.

The minus sign means that Al moves left, towards its poorer block. A conservative finite-volume calculation, started from the step on 400 cells of 5 µm, gives −272.15 at.% µm for Al and −0.04 at.% µm for Cr. The Cr residue is about 0.015 % of the Al transfer. It is a discretization error: with 800 cells of half the width it falls fourfold, to −0.01 at.% µm.

The eigenvalues are (3.0 ± √(9.0 − 6.8))/2, that is 2.242 and 0.758 in 10⁻¹⁰ cm²/s. With λ1 = 0.02242 and λ2 = 0.00758 µm²/s, (10) gives xm = 134 µm. Cr falls to a minimum of 9.03 at.% at this distance on the right, below the 9.22 at.% of that end. Between the contact plane and 71 µm it lies above the end value. The excess there is 25 at.% µm, drawn from the region beyond. This internal shift is about 9 % of the Al transfer, although the net Cr crossing is zero in the model.

Now keep the mean composition, ΔAl, the time and D fixed, and use r = −D12/D11 = −0.600, so that ΔCr = −3.6 at.%. Equation (8) gives

N1 = −338.5 · 0.1 · (2.304/2.368) · (−0.600 + 0.260) · 6 = +67 at.% µm,

and the grid gives 67.03. Cr crosses to the right, its poorer side. For this couple ρ = 1.72, and (11) places two zero-flux planes at ±95 µm. With r = q/2 instead, the grid gives −25.8 at.% µm: Cr moves to its richer side.

Formula (2) was also tested on the same grid, with the same time and Δc2, for matrices with less ordinary spectra. In units of 10⁻¹⁰ cm²/s, rows separated by semicolons, they were (2, 1; −0.25, 1) with a repeated eigenvalue, (1, 1; −0.5, 1) with a complex pair, and (−0.2, 1; −1.5, 2) with negative D11. In each case the net transfer of component 1 stayed below 10⁻³ of that of component 2. These three matrices, the last of which also has a complex pair, test the algebra only. In a stable phase with symmetric Onsager coefficients, D is a product of two symmetric positive definite matrices, so its eigenvalues are real and positive and it has a full set of eigenvectors.

**9. Use in a real alloy**

The rough diffusivities above stand for interdiffusion in a hot nickel solid solution, and the model requires both blocks and the whole diffusion zone to remain one phase. A precipitate or a new layer invalidates it. Real diffusivities vary with composition, atomic volumes differ, and inert markers drift. Among the effects estimated below, with their rough assumed strengths, marker drift changes the transfer most, and only if the markers are taken as the reference plane. An error in D itself can matter as much or more: if the true D12 is 20 % above the value used to design the couple, the Cr transfer is 4 % of the Al transfer, and at 50 % above it is 10 %.

*Variable diffusivity.* Write D as its value at the mean composition plus a part linear in u = c − c_mean. The constant-D solution for u is odd in x. The linear part of D is then odd, the gradient even, and their product an odd correction to the flux. Its derivative, the source in the diffusion equation, is even. The first-order change of u is therefore even and has zero slope at x = 0, where the linear part of D also vanishes. Hence the flux at the plane has no first-order change, provided D is taken at the mean composition.

As a trial, all entries were multiplied by 2^(u2/10), D12 by a further 1 + u1/10 and D21 by 1 + u2/6, with u in at.%. The Cr transfer changed by about −0.056 % of the Al transfer, the minus sign meaning that Cr moves opposite to Al. Halving the strength of the variation gave −0.014 %, a quarter of that, as expected for a second-order effect. The size depends on the form of the variation. Adding (0.10, −0.08; 0.03, 0.12)u1 + (0.08, 0.06; −0.04, 0.15)u2 to D, in the same units, gives −0.47 %, again falling about fourfold when the strength is halved. Using D from one end costs more: in the first trial the left and right ends would give q = −0.275 and −0.245, and a Cr transfer of about 1.1 % of the Al transfer.

*Unequal atomic volumes.* Let β = 0.15 be the assumed difference between the atomic volumes of Al and Ni, relative to the mean atomic volume. If J1 = 0 in the frame of fixed atom number, the Al flux produces a volume flow βJ2. In the frame of zero volume flow, Cr then has the flux −X1βJ2, where X1 = 0.10 is its atomic fraction. Its size is 0.10·0.15 = 1.5 % of the Al flux.

*Markers.* Suppose the lattice drifts at a speed equal to 0.5 of the Al flux divided by the total atomic concentration. The Cr transfer through the marker plane is then 0.10·0.5 = 5 % of the Al transfer, and the markers move by 0.5·272/100 = 1.4 µm. The direction depends on intrinsic diffusivities that D alone does not supply. Profiles should therefore be referred to the plane fixed by mass balance, not to the markers.

*Finite blocks.* For blocks 1 mm thick, the fast mode at the outer face is measured by erfc[L/(2√(λ1t))] = 3.5·10⁻¹⁵, which is negligible here. Thin layers or much longer anneals need the finite problem.

*Temperature.* A common factor in all entries of D cancels in q. Unequal activation energies in general do not cancel. If the Al row has an activation energy 0.2 eV above that of the Cr row, cooling from 1473 K to 1373 K moves q from −0.260 to −0.269, about 3 % in magnitude. A couple prepared for one temperature then leaks slightly at the other.

For implementation, take D at the mean composition and check tr D > 0 and det D > 0. For a stable phase, check also that (tr D)² ≥ 4 det D, since its eigenvalues must be real; a measured matrix that fails this test is suspect. Then evaluate (1). Equation (8) then converts a composition error into a net transfer. The main values of the example are in the numerical output below.

Table of computed values

```
Component 1 = Cr, component 2 = Al, solvent = Ni; rough inputs
Temperature: 1473 K
Anneal time: 100 h
D11: 1.00e-10 cm2/s
D12: 6.00e-11 cm2/s
D21: 5.00e-11 cm2/s
D22: 2.00e-10 cm2/s
sqrt(det D): 1.3038e-10 cm2/s
Larger eigenvalue: 2.2416e-10 cm2/s
Smaller eigenvalue: 7.5838e-11 cm2/s
Critical terminal ratio dCr/dAl: -0.2604
Ratio -D12/D11: -0.6000
Local slope ratio at plane, critical couple: -0.6000
Terminal differences Cr, Al: -1.563, 6.000 at.%
Left end Cr, Al: 10.781, 3.000 at.%
Right end Cr, Al: 9.219, 9.000 at.%
Al crossed to the right, formula: -272.20 at.% um
Al crossed to the right, grid: -272.15 at.% um
Cr crossed to the right, grid: -0.0417 at.% um
Cr extremum distance from plane: 133.7 um
Cr minimum on right: 9.0323 at.%
Cr equals right end value at: 71.4 um
Cr moved inside each half: 24.985 at.% um
Cr difference for ratio -D12/D11: -3.600 at.%
Cr crossed for that couple, formula: 67.10 at.% um
Cr crossed for that couple, grid: 67.03 at.% um
rho for that couple: 1.7192
Its zero-flux planes at +/-: 94.6 um
Half ratio: Cr crossed, grid: -25.76 at.% um
Assumed Al increase that doubles D: 10 at.%
Variable D: change of Cr/Al transfer: -0.0561 %
Same, half strength: -0.0140 %
Same, quarter strength: -0.0035 %
Critical ratio from D at left end: -0.2746
Critical ratio from D at right end: -0.2448
Assumed relative Al-Ni volume mismatch: 0.15
Volume effect, size of Cr/Al transfer: 1.50 %
Assumed marker drift per Al flux: 0.50
Cr/Al transfer through marker plane: 5.00 %
Marker displacement, size: 1.36 um
Half thickness: 1000 um
Finite thickness, erfc at outer face: 3.5e-15
Assumed activation energy gap, Al row minus Cr row: 0.2 eV
Critical ratio at 1373 K: -0.2689
```
